# Inverse-Field Lifetime from Fixed Damage and Fowler-Nordheim Current: a numerical check

```python
"""
Result under test: if breakdown needs a fixed damage and the damage rate
follows the Fowler-Nordheim current J = P A E^2 exp(-B/E), then
    t = Qc / J,   ln t = B/E - 2 ln E + const,   d ln t / d(1/E) = B + 2E,
so the leading lifetime exponent is B/E when E << B.
Symbols: E field, phi barrier above the Fermi level, m_ox dielectric mass,
E_F emitter Fermi energy, d thickness, Qc injected charge at breakdown,
B = 4 sqrt(2 m_ox) phi^(3/2) / (3 hbar q),  A = q^3 / (16 pi^2 hbar phi),
P = wave-matching factor.  SI units inside; fields printed in MV/cm.
The reference current sums the Airy-function transmission over emitter states.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import airy

q, hbar, m_e = const.e, const.hbar, const.m_e
MVCM = 1e8            # V/m in one MV/cm
CM2 = 1e-4            # m^2 in one cm^2

phi = 3.0 * q
fermi = 5.0 * q
m_ox = 0.5 * m_e
thickness = 10e-9
Qc = 0.1 / CM2        # C/m^2

B = 4 * np.sqrt(2 * m_ox) * phi**1.5 / (3 * hbar * q)
A = q**3 / (16 * np.pi**2 * hbar * phi)
rho = np.sqrt(phi * m_e / (fermi * m_ox))
P = 4 * rho / (1 + rho**2)
kappa = np.sqrt(2 * m_ox * phi) / hbar


def decay_energy(E):
    return hbar * q * E / (2 * np.sqrt(2 * m_ox * phi))


def fn_current(E):
    return P * A * E**2 * np.exp(-B / E)


def scattering(E, normal_energy, barrier):
    """Transmission and reflection of a step followed by a linear slope."""
    force = q * E
    k = np.sqrt(2 * m_e * normal_energy) / hbar
    s = (2 * m_ox * force / hbar**2) ** (1 / 3)
    ai, aip, bi, bip = airy(s * barrier / force)
    psi = bi + 1j * ai                     # outgoing wave far to the right
    dpsi = -s * (bip + 1j * aip)
    matched = (m_e / m_ox) * dpsi / (1j * k)
    incoming = abs(0.5 * (psi + matched)) ** 2
    reflected = abs(0.5 * (psi - matched)) ** 2
    transmitted = s * m_e / (np.pi * m_ox * k)
    return transmitted / incoming, reflected / incoming


NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)


def full_current(E):
    """Sum over emitter states; the neglected tail is of order exp(-30)."""
    depth_max = 30 * decay_energy(E)
    trans_max = depth_max * m_ox / m_e
    depth = 0.5 * depth_max * (NODES + 1)[:, None]
    trans = 0.5 * trans_max * (NODES + 1)[None, :]
    normal = fermi - depth - trans
    assert normal.min() > 0
    barrier = phi + depth + trans * m_e / m_ox
    T, _ = scattering(E, normal, barrier)
    integral = WEIGHTS @ T @ WEIGHTS * 0.25 * depth_max * trans_max
    return q * m_e / (2 * np.pi**2 * hbar**3) * integral


def wkb_exponent(E, d):
    """Twice the integral of the decay constant, by quadrature."""
    end = min(d, phi / (q * E))

    def integrand(y):
        energy = max(phi - q * E * end * y, 0.0)
        return 2 * end * np.sqrt(2 * m_ox * energy) / hbar
    return quad(integrand, 0, 1, epsabs=1e-10, epsrel=1e-10)[0]


def trapezoid_exponent(E, d):
    return B / E * (1 - (1 - q * E * d / phi) ** 1.5)


def full_slope(E, power=1.0, H=0.0):
    """d ln t / d(1/E) for damage rate J^power exp(-H/E)."""
    x, h = 1 / E, 1e-3 / E

    def log_t(y):
        return -np.log(full_current(1 / y) ** power * np.exp(-H * y))
    return (log_t(x + h) - log_t(x - h)) / (2 * h)


# Tunnel exponents: triangular and trapezoidal barriers
for f in (4, 6, 10):
    E = f * MVCM
    assert abs(wkb_exponent(E, thickness) / (B / E) - 1) < 1e-7
for f in (0.5, 1, 2):
    E = f * MVCM
    ratio = wkb_exponent(E, thickness) / trapezoid_exponent(E, thickness)
    assert abs(ratio - 1) < 1e-7
weak = wkb_exponent(0.001 * MVCM, thickness)
assert abs(weak / (2 * kappa * thickness) - 1) < 1e-3

# Flux conservation where transmission is sizeable
T_big, R_big = scattering(150 * MVCM, fermi, phi)
assert T_big > 0.05 and abs(T_big + R_big - 1) < 1e-10

# Transmission at the Fermi level tends to P exp(-B/E)
errors_T = []
for f in (2, 1):
    E = f * MVCM
    T, _ = scattering(E, fermi, phi)
    errors_T.append(abs(T / (P * np.exp(-B / E)) - 1))
assert errors_T[0] < 2 * MVCM / B and errors_T[1] < 0.6 * errors_T[0]

# Current formula: error of order E/B, halving with the field
errors_J = []
for f in (4, 2, 1):
    E = f * MVCM
    err = abs(full_current(E) / fn_current(E) - 1)
    assert err < 2 * E / B
    errors_J.append(err)
assert 1.8 < errors_J[0] / errors_J[1] < 2.2
assert 1.8 < errors_J[1] / errors_J[2] < 2.2

# Local lifetime slope, and its change for other damage laws
for f in (1, 3, 6, 10):
    E = f * MVCM
    assert abs(full_slope(E) - (B + 2 * E)) < 2 * E**2 / B
H_test, n_test, E_test = 50 * MVCM, 2.0, 8 * MVCM
slope_other = full_slope(E_test, n_test, H_test)
predicted_other = n_test * (B + 2 * E_test) + H_test
assert abs(slope_other - predicted_other) < n_test * 2 * E_test**2 / B

# Worked example
print(f"barrier phi = {phi/q:.2f} eV; Fermi energy = {fermi/q:.2f} eV")
print(f"dielectric mass = {m_ox/m_e:.2f} m_e")
print(f"thickness d = {thickness*1e9:.1f} nm; Qc = {Qc*CM2:.2f} C/cm^2")
print(f"B = {B/MVCM:.2f} MV/cm")
print(f"A = {A:.4e} A/V^2")
print(f"rho = {rho:.4f}; matching factor P = {P:.4f}")
print(f"decay energy at 10 MV/cm = {decay_energy(10*MVCM)/q:.4f} eV")
print(f"triangular barrier needs E > {phi/(q*thickness)/MVCM:.2f} MV/cm")
print("E (MV/cm) | B/E | J formula, J full (A/cm^2) | t formula, t full (s)")
for f in (6, 8, 9, 10, 11):
    E = f * MVCM
    jf, jx = fn_current(E), full_current(E)
    print(f"{f:3d} | {B/E:.3f} | {jf*CM2:.3e}, {jx*CM2:.3e}"
          f" | {Qc/jf:.3e}, {Qc/jx:.3e}")
print("E | slope B+2E | slope from full current (all MV/cm)")
for f in (1, 6, 10):
    E = f * MVCM
    print(f"{f:3d} | {(B+2*E)/MVCM:.3f} | {full_slope(E)/MVCM:.3f}")

window = np.array([8, 9, 10, 11]) * MVCM
log_t_window = np.log([Qc / full_current(E) for E in window])
fit = np.polyfit(MVCM / window, log_t_window, 1)[0] * MVCM
phi_fit = phi * (fit / B) ** (2 / 3)
assert B + 2 * window.min() - 1 * MVCM < fit < B + 2 * window.max()
print(f"fitted slope, 8 to 11 MV/cm = {fit/MVCM:.2f} MV/cm")
print(f"fitted slope / B = {fit/B:.4f}")
print(f"barrier inferred from fitted slope = {phi_fit/q:.3f} eV")

E1, E2, Eu = 9 * MVCM, 10 * MVCM, 6 * MVCM
L1, L2 = (np.log(Qc / full_current(E)) for E in (E1, E2))
t_use = Qc / full_current(Eu)
t_inv = np.exp(L2 + (L1 - L2) * (1/Eu - 1/E2) / (1/E1 - 1/E2))
t_lin = np.exp(L2 + (L1 - L2) * (Eu - E2) / (E1 - E2))
assert t_lin < t_use < t_inv
print("lifetime at 6 MV/cm:")
print(f"  full model = {t_use:.3e} s = {t_use/const.Julian_year:.1f} years")
print(f"  line in 1/E through 9 and 10 MV/cm = {t_inv:.3e} s")
print(f"  line in E through 9 and 10 MV/cm = {t_lin:.3e} s")
print(f"  ratio (1/E line)/(full model) = {t_inv/t_use:.3f}")
print(f"  ratio (full model)/(E line) = {t_use/t_lin:.1f}")

print(f"other damage law: n = {n_test:.0f}, H = {H_test/MVCM:.0f} MV/cm,"
      f" E = {E_test/MVCM:.0f} MV/cm")
print(f"  slope predicted = {predicted_other/MVCM:.2f} MV/cm,"
      f" from full current = {slope_other/MVCM:.2f} MV/cm")
E_low = 1 * MVCM
print(f"at 1 MV/cm: B/E = {B/E_low:.2f},"
      f" trapezoid exponent = {trapezoid_exponent(E_low, thickness):.2f}")
print(f"zero-field exponent 2 kappa d = {2*kappa*thickness:.2f}")
print(f"full/formula current - 1 at 4, 2, 1 MV/cm (absolute value):"
      f" {errors_J[0]:.5f}, {errors_J[1]:.5f}, {errors_J[2]:.5f}")
print("success")
```

Output:

```
barrier phi = 3.00 eV; Fermi energy = 5.00 eV
dielectric mass = 0.50 m_e
thickness d = 10.0 nm; Qc = 0.10 C/cm^2
B = 250.98 MV/cm
A = 5.1381e-07 A/V^2
rho = 1.0954; matching factor P = 1.9917
decay energy at 10 MV/cm = 0.0797 eV
triangular barrier needs E > 3.00 MV/cm
E (MV/cm) | B/E | J formula, J full (A/cm^2) | t formula, t full (s)
  6 | 41.830 | 2.509e-11, 2.452e-11 | 3.985e+09, 4.079e+09
  8 | 31.373 | 1.553e-06, 1.506e-06 | 6.439e+04, 6.641e+04
  9 | 27.887 | 6.417e-05, 6.200e-05 | 1.558e+03, 1.613e+03
 10 | 25.098 | 1.288e-03, 1.240e-03 | 7.763e+01, 8.065e+01
 11 | 22.817 | 1.526e-02, 1.464e-02 | 6.551e+00, 6.831e+00
E | slope B+2E | slope from full current (all MV/cm)
  1 | 252.983 | 252.979
  6 | 262.983 | 262.847
 10 | 270.983 | 270.618
fitted slope, 8 to 11 MV/cm = 269.29 MV/cm
fitted slope / B = 1.0729
barrier inferred from fitted slope = 3.144 eV
lifetime at 6 MV/cm:
  full model = 4.079e+09 s = 129.2 years
  line in 1/E through 9 and 10 MV/cm = 5.162e+09 s
  line in E through 9 and 10 MV/cm = 1.290e+07 s
  ratio (1/E line)/(full model) = 1.266
  ratio (full model)/(E line) = 316.1
other damage law: n = 2, H = 50 MV/cm, E = 8 MV/cm
  slope predicted = 583.97 MV/cm, from full current = 583.49 MV/cm
at 1 MV/cm: B/E = 250.98, trapezoid exponent = 114.37
zero-field exponent 2 kappa d = 125.49
full/formula current - 1 at 4, 2, 1 MV/cm (absolute value): 0.01555, 0.00788, 0.00397
success
```
